# Cole-Cole Relaxation in Time: Mittag-Leffler Decay and Its Two Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Cole-Cole spectrum to the decay function

### The result

A dielectric has been polarized by a steady field, and the field is removed at $t=0$. If its slow response has the Cole-Cole spectrum with exponent $0<\alpha<1$ and relaxation time $\tau$, the fraction of the slow polarization that remains at time $t$ is

$$
\Phi(t)=E_\alpha\!\left[-\left(\frac t\tau\right)^{\alpha}\right],
\qquad
E_\alpha(y)=\sum_{n=0}^{\infty}\frac{y^n}{\Gamma(1+n\alpha)} .
$$

The function $E_\alpha$ is the Mittag-Leffler function. Its two limits are

$$
-\ln\Phi\simeq\frac{(t/\tau)^\alpha}{\Gamma(1+\alpha)}\quad(t\ll\tau),
\qquad
\Phi\simeq\frac{(t/\tau)^{-\alpha}}{\Gamma(1-\alpha)}\quad(t\gg\tau).
$$

The first is a stretched exponential and the second an inverse power law. Both are leading-order statements. In particular, $\Phi$ is not equal to a stretched exponential on any finite interval of short times; the two functions already differ at second order in $(t/\tau)^\alpha$. At $\alpha=1$ the decay is the simple exponential $e^{-t/\tau}$, and there is no power law.

### Response, spectrum and sign conventions

The medium is taken to be linear, causal and unchanging in time. Its polarization has a part that follows the field at once, described by $\varepsilon_\infty$, and a slow part. With $\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty>0$, where $\varepsilon_s$ is the static relative permittivity, the slow part is

$$
P(t)=\varepsilon_0\Delta\varepsilon\int_0^\infty j(u)\,E(t-u)\,du,
\qquad \int_0^\infty j(u)\,du=1 .
$$

The function $j$ is the normalized response to a short pulse of field. The second equation ensures that a steady field $E_0$ produces the full slow polarization $\varepsilon_0\Delta\varepsilon E_0$.

For a field $E_0e^{+i\omega t}$ the integral gives $P=\varepsilon_0\Delta\varepsilon\,F\,E_0e^{i\omega t}$ with

$$
F=\int_0^\infty j(u)e^{-i\omega u}du
=\frac{\varepsilon(\omega)-\varepsilon_\infty}{\Delta\varepsilon}
=\frac{1}{1+(i\omega\tau)^\alpha}.
$$

The last equality is the Cole-Cole assumption. The power is taken on the principal branch, so that $i^\alpha=e^{i\pi\alpha/2}$. With this time factor $\varepsilon=\varepsilon'-i\varepsilon''$, and a passive medium has $\varepsilon''\ge0$. The opposite time factor replaces $F$ by its complex conjugate and leaves the real function $\Phi$ unchanged. Some authors write the exponent as $1-\alpha$; here $\alpha$ is the exponent itself, so the Debye case is $\alpha=1$.

Now let the field be $E_0$ for all $t<0$ and zero afterwards. At $t>0$ the field $E(t-u)$ is nonzero when $u>t$, so

$$
P(t)=\varepsilon_0\Delta\varepsilon E_0\int_t^\infty j(u)\,du
\equiv P(0)\,\Phi(t),
\qquad j(t)=-\frac{d\Phi}{dt}.
$$

Thus $\Phi(0)=1$, and $j$ is also the normalized discharge current.

It is convenient to measure time in units of $\tau$. Define

$$
T=\frac t\tau,\qquad x=T^\alpha,\qquad p=s\tau,\qquad
J(T)=-\frac{d\Phi}{dT}=\tau j(t),
$$

where $s$ is the Laplace variable and $s=i\omega$ on the frequency axis. In these variables $F(p)=1/(1+p^\alpha)$. From here on $\Phi$ is written as a function of $T$. Its Laplace transform is

$$
\hat\Phi(p)=\int_0^\infty \Phi(T)e^{-pT}dT .
$$

For real $p>0$, integration by parts relates it to $F$:

$$
F(p)=-\int_0^\infty\frac{d\Phi}{dT}e^{-pT}dT
=\Big[-\Phi e^{-pT}\Big]_0^\infty-p\int_0^\infty\Phi e^{-pT}dT
=1-p\hat\Phi(p).
$$

The upper limit contributes zero and the lower limit contributes $+\Phi(0)=1$. Solving for the transform gives

$$
\hat\Phi(p)=\frac{1-F(p)}p
=\frac1p\,\frac{p^\alpha}{1+p^\alpha}
=\frac{p^{\alpha-1}}{1+p^\alpha}.
$$

The task is to find the function of time that has this transform. The steps below construct it on the real $p$ axis and then confirm that it has the required spectrum at real frequencies.

### The Mittag-Leffler series

Consider the candidate

$$
E_\alpha(-T^\alpha)=\sum_{n=0}^\infty\frac{(-1)^nT^{n\alpha}}{\Gamma(1+n\alpha)} .
$$

The ratio of successive magnitudes is $T^\alpha\Gamma(1+n\alpha)/\Gamma(1+(n+1)\alpha)$. For large $n$ this behaves as $T^\alpha(n\alpha)^{-\alpha}$ and tends to zero, so the series converges for every finite $T$.

The transform of one power follows from the substitution $v=pT$:

$$
\int_0^\infty T^{n\alpha}e^{-pT}dT
=p^{-1-n\alpha}\int_0^\infty v^{n\alpha}e^{-v}dv
=\frac{\Gamma(1+n\alpha)}{p^{1+n\alpha}} .
$$

The gamma function cancels the denominator of the series term. The sum of the absolute values of the transformed terms is therefore $\sum_n p^{-1-n\alpha}$, which is finite for real $p>1$. This absolute convergence permits the sum and the integral to be exchanged, and a geometric series remains:

$$
\int_0^\infty E_\alpha(-T^\alpha)e^{-pT}dT
=\frac1p\sum_{n=0}^\infty(-p^{-\alpha})^n
=\frac1p\,\frac1{1+p^{-\alpha}}
=\frac{p^{\alpha-1}}{1+p^\alpha}.
$$

In the last step numerator and denominator were multiplied by $p^\alpha$. This is $\hat\Phi(p)$. Two continuous functions whose Laplace transforms agree for all real $p>1$ are the same function, so

$$
\Phi(T)=E_\alpha(-T^\alpha).
$$

The restriction $p>1$ belongs to the exchange of sum and integral; it places no restriction on $T$.

### A case in closed form

For $\alpha=1/2$ the transform can be inverted with elementary steps. Multiplying numerator and denominator by $\sqrt p-1$ gives

$$
\hat\Phi(p)=\frac{1}{\sqrt p\,(1+\sqrt p)}
=\frac{\sqrt p-1}{\sqrt p\,(p-1)}
=\frac1{p-1}-\frac1{\sqrt p\,(p-1)} .
$$

The first term is the transform of $e^T$. In the second, $1/\sqrt p$ is the transform of $1/\sqrt{\pi T}$, and a product of transforms corresponds to a convolution:

$$
\int_0^T\frac{e^{T-u}}{\sqrt{\pi u}}du
=e^T\frac2{\sqrt\pi}\int_0^{\sqrt T}e^{-v^2}dv
=e^T\operatorname{erf}\sqrt T,
$$

where $u=v^2$. Subtraction gives $\Phi=e^T(1-\operatorname{erf}\sqrt T)=e^T\operatorname{erfc}\sqrt T$. The growing exponential is compensated by the complementary error function, and the product decays slowly.

### The decay as a sum of exponentials

The series shows the behaviour at short times but hides the behaviour at long times, where large terms of opposite sign cancel. A second form of $\Phi$ is needed. It comes from the analytic structure of $\hat\Phi$ in the complex $p$ plane, cut along the negative real axis.

A pole would require $p^\alpha=-1$. Then $|p|=1$ and $\alpha\arg p$ would be an odd multiple of $\pi$, so $|\arg p|\ge\pi/\alpha>\pi$. The principal sheet has $|\arg p|\le\pi$, hence there is no pole on it or on the edges of the cut.

Cauchy's formula can now be applied at a point $p>0$. The contour runs counterclockwise around a large circle of radius $R$, inward along the upper edge of the cut, around a small circle of radius $\rho$ at the origin, and outward along the lower edge:

$$
\hat\Phi(p)=\frac1{2\pi i}\oint\frac{\hat\Phi(q)}{q-p}\,dq .
$$

On the large circle $\hat\Phi$ is of order $1/R$, the factor $1/(q-p)$ is of order $1/R$, and the length is of order $R$; the contribution vanishes as $1/R$. On the small circle the integrand is of order $\rho^{\alpha-1}$ and the length of order $\rho$; the contribution vanishes as $\rho^\alpha$.

On both edges $q=-r$ and $dq=-dr$. Let $\hat\Phi_+$ and $\hat\Phi_-$ be the values on the upper and lower edge. The upper edge is traversed from $r=\infty$ to $0$, the lower from $0$ to $\infty$, so that

$$
\hat\Phi(p)=\frac1{2\pi i}\left[
-\int_0^\infty\frac{\hat\Phi_+}{p+r}dr
+\int_0^\infty\frac{\hat\Phi_-}{p+r}dr\right].
$$

Because $\hat\Phi$ is real for positive $p$, its edge values are complex conjugates, and $\hat\Phi_+-\hat\Phi_-=2i\operatorname{Im}\hat\Phi_+$. Therefore

$$
\hat\Phi(p)=\int_0^\infty\frac{K(r)}{p+r}\,dr,
\qquad K(r)=-\frac1\pi\operatorname{Im}\hat\Phi_+ .
$$

On the upper edge $p=re^{i\pi}$. With $z=r^\alpha e^{i\pi\alpha}$ one has $\hat\Phi_+=-(1/r)\,z/(1+z)$. Multiplying numerator and denominator by $1+z^*$ gives

$$
K(r)=\frac1{\pi r}\operatorname{Im}\frac{z}{1+z}
=\frac1{\pi r}\operatorname{Im}\frac{z+|z|^2}{|1+z|^2}
=\frac{1}{\pi}\,
\frac{r^{\alpha-1}\sin\pi\alpha}{1+2r^\alpha\cos\pi\alpha+r^{2\alpha}} .
$$

Since $1/(p+r)$ is the transform of $e^{-rT}$, and since $K$ is positive, the order of integration may be exchanged. Uniqueness of the transform then gives

$$
\Phi(T)=\int_0^\infty K(r)\,e^{-rT}\,dr .
$$

Letting $T\to0$ yields $\int_0^\infty K\,dr=1$. The Cole-Cole decay is thus a weighted average of simple exponentials with rates $r/\tau$. This is a mathematical decomposition. It does not establish that the material contains independent units with those rates, because the same $\Phi$ could arise from units that each decay non-exponentially.

### What the rate distribution shows

The weight per unit interval of $\ln r$ is

$$
rK(r)=\frac{\sin\pi\alpha}{\pi\,[\,r^\alpha+r^{-\alpha}+2\cos\pi\alpha\,]} .
$$

It is unchanged when $r$ is replaced by $1/r$, so slow and fast rates are distributed symmetrically about $1/\tau$ on a logarithmic scale. It falls as $r^{\alpha}$ on the slow side and as $r^{-\alpha}$ on the fast side. As $\alpha\to1$ the weight at any fixed $r\ne1$ tends to zero while the total stays one, so the distribution contracts to the single Debye rate.

The instantaneous decay rate is an average over the exponentials that have survived:

$$
\gamma(T)=-\frac{d\ln\Phi}{dT}
=\frac{\int rKe^{-rT}dr}{\int Ke^{-rT}dr}=\langle r\rangle_T,
\qquad
\frac{d\gamma}{dT}=-\left(\langle r^2\rangle_T-\langle r\rangle_T^2\right)<0 .
$$

The second relation follows by differentiating the quotient. The decay slows continually, because the fast components disappear first. The area under the decay curve is infinite, since $\int_0^\infty\Phi\,dT$ is the limit of $\hat\Phi(p)\simeq p^{\alpha-1}$ as $p\to0$. The parameter $\tau$ is therefore not a mean relaxation time; that mean does not exist for $0<\alpha<1$.

### Return to real frequencies

The current $J=\int rKe^{-rT}dr$ is positive, and its integral over time is $\int K\,dr=1$. Its Laplace transform is therefore analytic for $\operatorname{Re}p>0$ and continuous up to the imaginary axis. So is $1/(1+p^\alpha)$. The two agree for real positive $p$, hence throughout the right half-plane and on its boundary. The function found above has the assumed Cole-Cole spectrum. An integrable $J$ is fixed by its Fourier transform, so no other integrable response has this spectrum.

The loss can also be linked directly to the decay. Let $w=\omega\tau$ and $F''=-\operatorname{Im}F$. Using $\int_0^\infty e^{-rT}\sin(wT)dT=w/(r^2+w^2)$,

$$
\frac{F''(w)}w=\int_0^\infty K(r)\frac{r}{r^2+w^2}dr .
$$

Multiply by $(2/\pi)\cos wT$, integrate over $w$, and use $\int_0^\infty r\cos(wT)/(r^2+w^2)\,dw=(\pi/2)e^{-rT}$. The double integral converges absolutely, because without the cosine it equals $(\pi/2)\int K\,dr$. The result is

$$
\Phi(T)=\frac2\pi\int_0^\infty\frac{F''(w)}w\cos(wT)\,dw,
\quad
F''=\frac{\sin(\pi\alpha/2)}{w^\alpha+w^{-\alpha}+2\cos(\pi\alpha/2)} .
$$

The loss has its maximum at $w=1$, where $w^\alpha+w^{-\alpha}$ is smallest. The parameter $\tau$ can therefore be read from the position of the loss peak.

## Second half: the two limits and the crossover

### Symbols and results carried over

Time is measured as $T=t/\tau$, and $x=T^\alpha$ with $0<\alpha<1$. The remaining fraction of slow polarization and the discharge current in units of $1/\tau$ are

$$
\Phi=\sum_{n=0}^\infty\frac{(-x)^n}{\Gamma(1+n\alpha)}
=\int_0^\infty K(r)e^{-rT}dr,
\qquad J=-\frac{d\Phi}{dT}.
$$

The rate density is positive, has unit integral, and can be written as

$$
K(r)=\frac1{\pi r}\operatorname{Im}\frac z{1+z},
\qquad z=r^\alpha e^{i\pi\alpha}.
$$

The series is suited to short times and the integral to long times.

The Cole-Cole spectrum has been shown to give the decay function $\Phi(T)=E_\alpha(-T^\alpha)$, which can be written both as a power series and as a weighted average of simple exponentials. It remains to derive the short-time and long-time limits with their error bounds, and to examine the crossover between them in a worked example.
